**Island coverage with constant nucleation and edge speed**

The program tests \(\theta(t)=1-\exp(-\pi Jv^2t^3/3)\), where \(\theta\) is the mean covered fraction, \(J\) the nucleation rate per bare area, \(v\) the edge speed and \(t\) the time. It simulates islands that nucleate on bare surface only, and asserts that their coverage, number density and logarithmic slope agree with the derived values. At 900 s the simulation gives a coverage of 0.8508 ± 0.0026, where the uncertainty is one standard error over 20 runs; the formula gives 0.8517. The alternative that counts exclusion twice gives 0.8279 and is rejected by an assertion. Further assertions cover the empty-cone probability, the time of fastest growth, and the harmlessness of phantom nuclei with zero starting radius. Separate simulations test the formulas for initial seeds, blocking steps and finite starting radius, using enlarged effects. The temperature, oxygen-supply and silicon-loss figures are estimates from stated rough inputs and are not tested by simulation.

## Check in Python

```python
"""
Result under test: islands nucleate at constant rate J per bare area and
expand as circles at speed v on a plane. The mean covered fraction is
    theta(t) = 1 - exp(-pi J v^2 t^3 / 3).
Symbols: J nucleation rate (nm^-2 s^-1), v edge speed (nm/s), t time (s),
tau time at which the exponent is one (s).
The simulation creates nuclei on bare surface only and does not use theta(t).
All model parameters are round, rough values for a first oxide layer on
silicon; they are not measurements.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma

J = 1.0e-6
v = 0.05
tau = (3 / (np.pi * J * v**2)) ** (1 / 3)
box = 1500.0          # side of the periodic simulation square, nm
t_end = 2.0 * tau
n_points = 4000
rng = np.random.default_rng(12345)


def coverage(t):
    return 1 - np.exp(-np.pi * J * v**2 * t**3 / 3)


def arrival(x, y, xn, yn, tn, r0, terrace):
    """Time at which an island reaches a point; either side may be an array."""
    dx = np.abs(x - xn)
    dx = np.minimum(dx, box - dx)
    dy = np.abs(y - yn)
    dy = np.minimum(dy, box - dy)
    distance = np.sqrt(dx * dx + dy * dy)
    times = tn + np.maximum(distance - r0, 0) / v
    if terrace is not None:
        same = np.floor(x / terrace) == np.floor(xn / terrace)
        times = np.where(same, times, np.inf)
    return times


def simulate(seed_density=0.0, r0=0.0, terrace=None, phantoms=False):
    """Return arrival times at random points and the number of real islands.

    Attempts are uniform in space and time; those on oxide are rejected.
    With phantoms=True, arrival times including rejected attempts are added.
    """
    n_seed = rng.poisson(seed_density * box**2)
    n_try = rng.poisson(J * box**2 * t_end)
    tn = np.concatenate([np.zeros(n_seed),
                         np.sort(rng.uniform(0, t_end, n_try))])
    xn, yn = rng.uniform(0, box, (2, len(tn)))
    px, py = rng.uniform(0, box, (2, n_points))
    xr, yr, tr = np.empty((3, len(tn)))
    count = 0
    real = np.full(n_points, np.inf)
    every = np.full(n_points, np.inf)
    for x, y, t in zip(xn, yn, tn):
        bare = count == 0 or np.min(arrival(
            x, y, xr[:count], yr[:count], tr[:count], r0, terrace)) > t
        if bare or phantoms:
            reached = arrival(px, py, x, y, t, r0, terrace)
            if phantoms:
                every = np.minimum(every, reached)
            if bare:
                real = np.minimum(real, reached)
                xr[count], yr[count], tr[count] = x, y, t
                count += 1
    return real, count, every


# Empty space-time cone as a product over many small independent cells.
m = 400
age = (np.arange(m) + 0.5) * tau / m
ring = (np.arange(m) + 0.5) / m
cell_area = 2 * np.pi * (v * age[:, None])**2 * ring[None, :] / m
bare_product = np.exp(np.sum(np.log1p(-J * cell_area * tau / m)))
assert abs(1 - bare_product - coverage(tau)) < 1e-4

# Main simulation: coverage, island count, and harmlessness of phantoms.
check_times = np.array([300.0, 500.0, 700.0, 900.0])
samples, counts = [], []
for run in range(20):
    real, count, every = simulate(phantoms=(run == 0))
    if run == 0:
        assert np.max(np.abs(real - every)) < 1e-6
    samples.append([(real <= t).mean() for t in check_times])
    counts.append(count / box**2)
samples = np.array(samples)
sim = samples.mean(axis=0)
sim_error = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
assert np.all(np.abs(sim - coverage(check_times)) < 5 * sim_error)
assert np.all(np.abs(sim - coverage(check_times)) < 0.02)
sim_log = np.log(-np.log(1 - sim))
slope = (sim_log[-1] - sim_log[0]) / np.log(check_times[-1] / check_times[0])
assert abs(slope - 3) < 0.15

# Reducing J by the bare fraction inside the exponent counts exclusion twice.
t_last = check_times[-1]
double_exponent = quad(lambda s: J * (1 - coverage(s)) * np.pi
                       * v**2 * (t_last - s)**2, 0, t_last)[0]
double_count = 1 - np.exp(-double_exponent)
assert abs(sim[-1] - double_count) > 3 * sim_error[-1]

# Real island density and time of fastest growth.
density = J * tau * gamma(4 / 3)
density_quad = J * quad(lambda s: 1 - coverage(s), 0, 4 * tau)[0]
assert abs(density / density_quad - 1) < 1e-8
assert abs(np.mean(counts) / density - 1) < 0.02
t_peak = tau * (2 / 3) ** (1 / 3)


def growth_rate(t):
    h = 0.01
    return (coverage(t + h) - coverage(t - h)) / (2 * h)


found = minimize_scalar(lambda t: -growth_rate(t),
                        bounds=(0.2 * tau, 2 * tau), method="bounded")
assert abs(found.x / t_peak - 1) < 1e-3
assert abs(coverage(found.x) - (1 - np.exp(-2 / 3))) < 1e-3
peak_rate = growth_rate(t_peak)
t_half = tau * np.log(2) ** (1 / 3)
t_ppm = tau * np.log(1e6) ** (1 / 3)
assert abs(coverage(t_half) - 0.5) < 1e-12
assert abs((1 - coverage(t_ppm)) / 1e-6 - 1) < 1e-6


# Extensions used to size neglected effects.
def seeded_coverage(t, seeds):
    return 1 - (1 - coverage(t)) * np.exp(-np.pi * seeds * v**2 * t**2)


def finite_radius_bound(t, r0):
    exponent = np.pi * J * ((r0 + v * t)**3 - r0**3) / (3 * v)
    return 1 - np.exp(-exponent)


def terrace_coverage(t, width):
    """Average over a terrace whose two edges stop island growth."""
    x = (np.arange(200) + 0.5)[:, None] * width / 200
    radius = v * (np.arange(400) + 0.5)[None, :] * t / 400

    def side_area(reach):
        u = np.minimum(reach, radius)
        root = np.sqrt(np.maximum(radius**2 - u**2, 0))
        return u * root + radius**2 * np.arcsin(u / radius)

    area = side_area(x) + side_area(width - x)
    return np.mean(1 - np.exp(-J * t * area.mean(axis=1)))


# Enlarged effects make these simulation tests sensitive.
# Six runs have a sampling error below about 0.01, hence tolerance 0.03.
test_seeds, test_radius, test_width = 2e-4, 10.0, 30.0
seed_sim = np.mean([(simulate(seed_density=test_seeds)[0] <= tau).mean()
                    for _ in range(6)])
assert abs(seed_sim - seeded_coverage(tau, test_seeds)) < 0.03
step_sim = np.mean([(simulate(terrace=test_width)[0] <= tau).mean()
                    for _ in range(6)])
assert abs(step_sim - terrace_coverage(tau, test_width)) < 0.03
radius_real, radius_all = [], []
for _ in range(6):
    real, count, every = simulate(r0=test_radius, phantoms=True)
    radius_real.append((real <= tau).mean())
    radius_all.append((every <= tau).mean())
assert abs(np.mean(radius_all) - finite_radius_bound(tau, test_radius)) < 0.03
assert coverage(tau) + 0.05 < np.mean(radius_real) < np.mean(radius_all)

# Rough inputs for the neglected effects in the worked example.
width, seeds, r0 = 100.0, 1e-5, 0.5
temperature, temperature_error, activation = 900.0, 5.0, 1.0
pressure, gas_temperature = 1e-7, 300.0
lattice, sio_yield = 0.543, 0.01
k_ev = const.k / const.e
boost = np.exp(-activation / k_ev * (1 / (temperature + temperature_error)
                                     - 1 / temperature))
tau_hot = (3 / (np.pi * (J * boost) * (v * boost)**2)) ** (1 / 3)
oxygen_mass = 31.998 * const.atomic_mass
flux = (pressure * const.torr / np.sqrt(
    2 * np.pi * oxygen_mass * const.k * gas_temperature)) * 1e-18
silicon_density = 2 / lattice**2
needed_probability = peak_rate * silicon_density / flux
bare_time = density / J
layers_lost = 2 * sio_yield * flux * bare_time / silicon_density
depth_lost = layers_lost * lattice / 4

print(f"nucleation rate J = {J:.1e} nm^-2 s^-1")
print(f"edge speed v = {v:.3f} nm/s")
print(f"characteristic time tau = {tau:.1f} s")
print(f"radius of oldest free island at tau = {v * tau:.1f} nm")
print(f"coverage at tau = {coverage(tau):.4f}")
print(f"coverage at tau from cell product = {1 - bare_product:.4f}")
for t, s, e in zip(check_times, sim, sim_error):
    print(f"t = {t:.0f} s: formula {coverage(t):.4f}, "
          f"simulation {s:.4f} +/- {e:.4f}")
print(f"exponent X at 900 s = {-np.log(1 - coverage(t_last)):.4f}")
print(f"double-counted exclusion at 900 s: coverage {double_count:.4f}")
print(f"simulated logarithmic slope = {slope:.3f}")
print(f"half-coverage time = {t_half:.1f} s")
print(f"time of fastest growth = {t_peak:.1f} s")
print(f"coverage at fastest growth = {coverage(t_peak):.4f}")
print(f"largest coverage rate = {peak_rate:.3e} s^-1")
print(f"time to bare fraction 1e-6 = {t_ppm:.1f} s")
print(f"final island density = {density:.3e} nm^-2")
print(f"final island density = {density * 1e14:.3e} cm^-2")
print(f"simulated island density = {np.mean(counts):.3e} nm^-2")
print(f"mean final area per island = {1 / density:.0f} nm^2")
print(f"blocking terrace width = {width:.0f} nm")
print(f"coverage at tau with blocking steps = "
      f"{terrace_coverage(tau, width):.4f}")
print(f"initial seed density = {seeds:.1e} nm^-2")
print(f"coverage at tau with seeds = {seeded_coverage(tau, seeds):.4f}")
print(f"starting nucleus radius = {r0:.1f} nm")
print(f"finite-radius upper bound at tau = "
      f"{finite_radius_bound(tau, r0):.4f}")
print(f"surface temperature = {temperature:.0f} K")
print(f"temperature error = {temperature_error:.0f} K")
print(f"assumed activation energy of J and of v = {activation:.1f} eV")
print(f"tau at the higher temperature = {tau_hot:.1f} s")
print(f"oxygen pressure = {pressure:.1e} Torr")
print(f"oxygen gas temperature = {gas_temperature:.0f} K")
print(f"oxygen molecule flux = {flux:.4f} nm^-2 s^-1")
print(f"silicon lattice constant used = {lattice:.3f} nm")
print(f"silicon atoms per layer = {silicon_density:.3f} nm^-2")
print(f"needed peak O2 reaction probability = {needed_probability:.4f}")
print(f"assumed SiO-forming O2 fraction = {sio_yield:.3f}")
print(f"mean bare time = {bare_time:.1f} s")
print(f"mean silicon loss = {layers_lost:.3f} layers")
print(f"mean silicon recession = {depth_lost:.4f} nm")
print("all tests passed")
```

Running it gives:

```
nucleation rate J = 1.0e-06 nm^-2 s^-1
edge speed v = 0.050 nm/s
characteristic time tau = 725.6 s
radius of oldest free island at tau = 36.3 nm
coverage at tau = 0.6321
coverage at tau from cell product = 0.6321
t = 300 s: formula 0.0682, simulation 0.0693 +/- 0.0014
t = 500 s: formula 0.2791, simulation 0.2788 +/- 0.0027
t = 700 s: formula 0.5926, simulation 0.5903 +/- 0.0035
t = 900 s: formula 0.8517, simulation 0.8508 +/- 0.0026
exponent X at 900 s = 1.9085
double-counted exclusion at 900 s: coverage 0.8279
simulated logarithmic slope = 2.982
half-coverage time = 642.1 s
time of fastest growth = 633.8 s
coverage at fastest growth = 0.4866
largest coverage rate = 1.620e-03 s^-1
time to bare fraction 1e-6 = 1741.0 s
final island density = 6.479e-04 nm^-2
final island density = 6.479e+10 cm^-2
simulated island density = 6.492e-04 nm^-2
mean final area per island = 1543 nm^2
blocking terrace width = 100 nm
coverage at tau with blocking steps = 0.5823
initial seed density = 1.0e-05 nm^-2
coverage at tau with seeds = 0.6470
starting nucleus radius = 0.5 nm
finite-radius upper bound at tau = 0.6472
surface temperature = 900 K
temperature error = 5 K
assumed activation energy of J and of v = 1.0 eV
tau at the higher temperature = 675.7 s
oxygen pressure = 1.0e-07 Torr
oxygen gas temperature = 300 K
oxygen molecule flux = 0.3585 nm^-2 s^-1
silicon lattice constant used = 0.543 nm
silicon atoms per layer = 6.783 nm^-2
needed peak O2 reaction probability = 0.0306
assumed SiO-forming O2 fraction = 0.010
mean bare time = 647.9 s
mean silicon loss = 0.685 layers
mean silicon recession = 0.0930 nm
all tests passed
```
